# Stoney's curvature formula from the bending balance of a stressed film: test program

```python
"""Stoney's formula: film force per length F bends a substrate to curvature
kappa = 6 F / (M h^2), without the film modulus, when the film is thin.
h, M, nu: substrate thickness, biaxial modulus E/(1-nu), Poisson ratio.
eta = film thickness / h; m = film biaxial modulus / M.
mismatch: elastic film strain on a rigid substrate; tension is positive.
z runs from the substrate midplane to the film; kappa > 0: film side concave.
Tests use h = M = 1; the worked example uses eV and angstrom.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.optimize import fsolve
from scipy.constants import e as electron_charge, angstrom


def minimize_bilayer_energy(eta, m, mismatch, graded=False):
    """Minimize the integral of M(z)*(strain)^2 over midplane strain and kappa."""
    x, w = leggauss(8)
    z = np.concatenate([x / 2, 0.5 + eta * (x + 1) / 2])
    weight = np.concatenate([w / 2, m * eta * w / 2])
    profile = (x + 1) if graded else np.ones_like(x)
    initial = np.concatenate([np.zeros_like(x), mismatch * profile])
    root = np.sqrt(weight)
    matrix = np.column_stack([root, -root * z])
    eps0, kappa = np.linalg.lstsq(matrix, -root * initial, rcond=None)[0]
    strain = eps0 - kappa * z + initial
    film_force = np.sum((weight * strain)[len(x):])
    return eps0, kappa, film_force


def bilayer_curvature(eta, m, mismatch):
    denominator = (1 + 4*m*eta + 6*m*eta**2 + 4*m*eta**3 + m**2*eta**4)
    return 6 * mismatch * m * eta * (1 + eta) / denominator


def finite_element_disc(eta, m, nu_film, nu_sub, mismatch, radius=12.0):
    """Axisymmetric elasticity, nine-node elements, free outer edge."""
    r_nodes = np.linspace(0, radius, 97)
    z_nodes = np.concatenate([np.linspace(-0.5, 0.5, 9),
                              [0.5 + eta / 2, 0.5 + eta]])
    nz = len(z_nodes)
    size = 2 * len(r_nodes) * nz
    stiffness, load = np.zeros((size, size)), np.zeros(size)
    points, weights = leggauss(3)

    def shape(s):
        return np.array([s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2])

    def slope(s):
        return np.array([s - 0.5, -2 * s, s + 0.5])

    for j in range(0, nz - 1, 2):
        in_film = j >= 8
        nu = nu_film if in_film else nu_sub
        young = (m if in_film else 1.0) * (1 - nu)
        lame = young * nu / ((1 + nu) * (1 - 2 * nu))
        shear = young / (2 * (1 + nu))
        elastic = np.zeros((4, 4))
        elastic[:3, :3] = lame + 2 * shear * np.eye(3)
        elastic[3, 3] = shear
        initial = np.array([1.0, 1.0, 0.0, 0.0]) * (mismatch if in_film else 0)
        half_z = (z_nodes[j + 2] - z_nodes[j]) / 2
        for i in range(0, len(r_nodes) - 1, 2):
            half_r = (r_nodes[i + 2] - r_nodes[i]) / 2
            nodes = np.array([(i + a) * nz + j + b
                              for a in range(3) for b in range(3)])
            dofs = np.column_stack([2 * nodes, 2 * nodes + 1]).ravel()
            k_el, f_el = np.zeros((18, 18)), np.zeros(18)
            for s, ws in zip(points, weights):
                r = r_nodes[i + 1] + half_r * s
                for t, wt in zip(points, weights):
                    value = np.outer(shape(s), shape(t)).ravel()
                    d_r = np.outer(slope(s), shape(t)).ravel() / half_r
                    d_z = np.outer(shape(s), slope(t)).ravel() / half_z
                    b_mat = np.zeros((4, 18))
                    b_mat[0, 0::2] = d_r
                    b_mat[1, 0::2] = value / r
                    b_mat[2, 1::2] = d_z
                    b_mat[3, 0::2] = d_z
                    b_mat[3, 1::2] = d_r
                    volume = ws * wt * half_r * half_z * r
                    k_el += volume * b_mat.T @ elastic @ b_mat
                    f_el -= volume * b_mat.T @ elastic @ initial
            stiffness[np.ix_(dofs, dofs)] += k_el
            load[dofs] += f_el
    fixed = np.append(2 * np.arange(nz), 1)
    free = np.setdiff1d(np.arange(size), fixed)
    motion = np.zeros(size)
    motion[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load[free])
    motion = motion.reshape(len(r_nodes), nz, 2)
    probe = 32
    r_probe = r_nodes[probe]
    kappa = 2 * (motion[probe, 0, 1] - motion[0, 0, 1]) / r_probe**2
    film_stress = m * (mismatch + motion[probe, 9, 0] / r_probe)
    return kappa, film_stress


def nonlinear_mean_curvature(force, nu):
    """Large-deflection disc. Scaled: r/R, w/h, u*R/h^2, F*R^2/(E*h^3).
    The edge slope equals the mean curvature times R^2/h."""
    x, w = leggauss(24)
    r = (x + 1) / 2
    weight = w / 2 * r
    powers = np.array([1, 3, 5, 7])[:, None]
    basis, over_r = r**powers, r**(powers - 1)
    deriv = powers * over_r
    plane = 1 / (1 - nu**2)

    def gradient(c):
        a, b = c[:4], c[4:]
        tilt, k_r, k_t = a @ basis, a @ deriv, a @ over_r
        e_r, e_t = b @ deriv + tilt**2 / 2, b @ over_r
        n_r = plane * (e_r + nu * e_t) + force
        n_t = plane * (e_t + nu * e_r) + force
        m_r = plane / 12 * (k_r + nu * k_t) - force / 2
        m_t = plane / 12 * (k_t + nu * k_r) - force / 2
        g_a = (deriv * m_r + over_r * m_t + basis * tilt * n_r) @ weight
        g_b = (deriv * n_r + over_r * n_t) @ weight
        return np.concatenate([g_a, g_b])

    start = np.zeros(8)
    start[0], start[4] = 6 * force * (1 - nu), -force * (1 - nu)
    solution = fsolve(gradient, start, xtol=1e-13)
    assert np.max(np.abs(gradient(solution))) < 1e-10
    return np.sum(solution[:4])


# Bilayer curvature and stress reading against direct energy minimization.
for eta in (2e-4, 0.05, 0.3):
    for m in (0.5, 1.0, 4.0):
        _, kappa, force = minimize_bilayer_energy(eta, m, 1e-3)
        assert np.isclose(kappa, bilayer_curvature(eta, m, 1e-3), rtol=1e-8)
        reading_ratio = kappa / (6 * force)
        assert np.isclose(reading_ratio, (1 + eta) / (1 + m * eta**3), rtol=1e-8)

# Leading modulus effect when the rigid-substrate stress is the reference.
for m in (0.5, 4.0):
    eta = 1e-5
    _, kappa, _ = minimize_bilayer_energy(eta, m, 1e-3)
    first_order = (kappa / (6 * m * 1e-3 * eta) - 1) / eta
    assert abs(first_order - (1 - 4 * m)) < 0.01

# Substrate stresses and neutral plane in the thin-film limit.
eps0, kappa, force = minimize_bilayer_energy(1e-5, 2.0, 1e-3)
face_ratio = (eps0 - kappa / 2) / force
back_ratio = (eps0 + kappa / 2) / force
neutral = eps0 / kappa
assert abs(face_ratio + 4) < 1e-3 and abs(back_ratio - 2) < 1e-3
assert abs(neutral + 1 / 6) < 1e-4

# A stress gradient at the same initial film force.
eta_grade = 1e-3
_, kappa_flat, _ = minimize_bilayer_energy(eta_grade, 2.0, 1e-3)
_, kappa_grade, _ = minimize_bilayer_energy(eta_grade, 2.0, 1e-3, graded=True)
grade_shift = kappa_grade / kappa_flat - 1
assert abs(grade_shift / (eta_grade / 3) - 1) < 0.01

# Elastic disc with a real free edge; tolerance allows edge and mesh effects.
disc_rows = []
for m in (0.5, 2.0):
    eta = 0.05
    kappa, stress = finite_element_disc(eta, m, 0.30, 0.25, 1e-3)
    curvature_ratio = kappa / bilayer_curvature(eta, m, 1e-3)
    reading_ratio = kappa / (6 * eta * stress)
    assert abs(curvature_ratio - 1) < 5e-3
    assert abs(reading_ratio / ((1 + eta) / (1 + m * eta**3)) - 1) < 5e-3
    disc_rows.append((m, curvature_ratio, reading_ratio))

# Leading large-deflection correction.
nu = 0.25
linear_curvature = 0.2
mean_curvature = nonlinear_mean_curvature(linear_curvature / (6 * (1 - nu)), nu)
plate_correction = linear_curvature / mean_curvature - 1
predicted_correction = (1 - nu) * (mean_curvature / 4)**2
assert abs(plate_correction / predicted_correction - 1) < 0.03

# Worked example: lengths in angstrom, stresses and moduli in eV/angstrom^3.
h, M, thin, thick = 5.0e6, 1.0, 1.0e3, 2.5e5
sigma0, disc_radius = 0.005, 2.5e8
to_gpa = electron_charge / angstrom**3 / 1e9
print(f"substrate thickness h = {h:.3e} angstrom")
print(f"substrate biaxial modulus M = {M:.3f} eV/angstrom^3")
print(f"substrate Poisson ratio = {nu:.2f}")
print(f"rigid-substrate film stress = {sigma0:.6f} eV/angstrom^3")
print(f"disc radius R = {disc_radius:.3e} angstrom")
for thickness in (thin, thick):
    eta = thickness / h
    print(f"film thickness = {thickness:.0f} angstrom, eta = {eta:.4e}")
    print(" M_f/M | kappa (1/angstrom) | Stoney | mean stress (eV/angstrom^3)")
    for m in (0.5, 1.0, 2.0, 4.0):
        _, scaled, force = minimize_bilayer_energy(eta, m, sigma0 / (m * M))
        kappa = scaled / h
        reading = M * h**2 * kappa / (6 * thickness)
        actual = M * force / eta
        print(f" {m:.1f} | {kappa:.6e} | {reading:.8f} | {actual:.8f}")
        if thickness == thin:
            assert abs(reading / sigma0 - 1) < 0.004

kappa_stoney = 6 * sigma0 * thin / (M * h**2)
deflection = kappa_stoney * disc_radius**2 / 2
line_force = sigma0 * thin
print("thin film, direct Stoney estimate:")
print(f"film force per length F = {line_force:.4f} eV/angstrom^2")
print(f"curvature = {kappa_stoney:.6e} 1/angstrom")
print(f"radius of curvature = {1/kappa_stoney:.6e} angstrom")
print(f"radius of curvature converted = {angstrom/kappa_stoney:.3f} m")
print(f"film stress converted = {sigma0*to_gpa:.4f} GPa")
print(f"centre-to-edge deflection = {deflection:.4e} angstrom")
print(f"deflection / h = {deflection/h:.4e}")
print(f"relative deflection correction = {(1-nu)*(deflection/(2*h))**2:.3e}")
print(f"substrate stress, film face = {-4*line_force/h:.3e} eV/angstrom^3")
print(f"substrate stress, back face = {2*line_force/h:.3e} eV/angstrom^3")
print("test results (dimensionless):")
print(f"face stress*h/F = {face_ratio:.5f}, back = {back_ratio:.5f}")
print(f"neutral plane z/h = {neutral:.6f}")
print(f"graded film: eta = {eta_grade:.1e}, curvature shift = {grade_shift:.4e}")
print("finite-element disc, R/h = 12, eta = 0.05:")
for m, curvature_ratio, reading_ratio in disc_rows:
    print(f" M_f/M = {m:.1f}: kappa/bilayer = {curvature_ratio:.6f}, "
          f"Stoney/mean stress = {reading_ratio:.6f}")
print(f"nonlinear plate: linear kappa*R^2/h = {linear_curvature:.3f}")
print(f" correction computed = {plate_correction:.6e}")
print(f" correction predicted = {predicted_correction:.6e}")
print("all assertions hold")
```

Output:

```
substrate thickness h = 5.000e+06 angstrom
substrate biaxial modulus M = 1.000 eV/angstrom^3
substrate Poisson ratio = 0.25
rigid-substrate film stress = 0.005000 eV/angstrom^3
disc radius R = 2.500e+08 angstrom
film thickness = 1000 angstrom, eta = 2.0000e-04
 M_f/M | kappa (1/angstrom) | Stoney | mean stress (eV/angstrom^3)
 0.5 | 1.199760e-12 | 0.00499900 | 0.00499800
 1.0 | 1.199280e-12 | 0.00499700 | 0.00499600
 2.0 | 1.198322e-12 | 0.00499301 | 0.00499201
 4.0 | 1.196410e-12 | 0.00498504 | 0.00498405
film thickness = 250000 angstrom, eta = 5.0000e-02
 M_f/M | kappa (1/angstrom) | Stoney | mean stress (eV/angstrom^3)
 0.5 | 2.843598e-10 | 0.00473933 | 0.00451393
 1.0 | 2.591513e-10 | 0.00431919 | 0.00411403
 2.0 | 2.201219e-10 | 0.00366870 | 0.00349487
 4.0 | 1.691638e-10 | 0.00281940 | 0.00268648
thin film, direct Stoney estimate:
film force per length F = 5.0000 eV/angstrom^2
curvature = 1.200000e-12 1/angstrom
radius of curvature = 8.333333e+11 angstrom
radius of curvature converted = 83.333 m
film stress converted = 0.8011 GPa
centre-to-edge deflection = 3.7500e+04 angstrom
deflection / h = 7.5000e-03
relative deflection correction = 1.055e-05
substrate stress, film face = -4.000e-06 eV/angstrom^3
substrate stress, back face = 2.000e-06 eV/angstrom^3
test results (dimensionless):
face stress*h/F = -4.00003, back = 2.00003
neutral plane z/h = -0.166665
graded film: eta = 1.0e-03, curvature shift = 3.3367e-04
finite-element disc, R/h = 12, eta = 0.05:
 M_f/M = 0.5: kappa/bilayer = 0.999582, Stoney/mean stress = 1.049449
 M_f/M = 2.0: kappa/bilayer = 0.999425, Stoney/mean stress = 1.048875
nonlinear plate: linear kappa*R^2/h = 0.200
 correction computed = 1.862822e-03
 correction predicted = 1.868034e-03
all assertions hold
```
